**Damage energy of silicon recoils: Robinson's fit, Lindhard's equation and the high-energy limit**

The program examines $T=E/[1+kg(\varepsilon)]$, where $E$ is the recoil energy, $T$ the damage energy, $\varepsilon=E/E_L$ the reduced energy, $k$ the strength of velocity-proportional electronic stopping and $g$ Robinson's fitted function. For silicon in silicon it finds $E_L=41.07$ keV, $k=0.1466$ and the limit $E_L/k=280$ keV. It asserts that $k$ agrees with Lindhard–Scharff stopping evaluated in SI units, that the limit and the leading deficit follow symbolically, and that the slope formula matches finite differences. It also solves Lindhard's integral equation on two grids and asserts that the solution levels off, that the fit stays within 20 % of it for $\varepsilon$ from 0.01 to 100, and that its slope at $\varepsilon=10^4$ obeys the derived high-energy law. The output shows a largest difference of 6.6 % in that range and a plateau of 303 keV at $\varepsilon=10^6$, which is 8 % above the limit of the fit. The fit reaches 90 % of its limit at $2.36\times10^4$ keV and 99 % only at $1.04\times10^8$ keV. With Bethe stopping for the nearly bare ion, the estimated damage energy at $10^6$ keV is about 460 keV, and the program asserts that this estimate exceeds the limit of the fit.

## Verification by program

```python
# Result under test: Robinson's fit to the Lindhard partition,
#   T(E) = E / (1 + k g(eps)),  eps = E / E_L,
#   g = 3.4008 eps^(1/6) + 0.40244 eps^(3/4) + eps,
# rises towards the limit E_L / k, near 280 keV for Si recoils in Si.
# E: recoil energy; T: damage energy; E_L: Lindhard energy unit;
# k: strength of velocity-proportional electronic stopping, k sqrt(eps).
# The fit is compared with a numerical solution of Lindhard's integral
# equation, nu(eps) = T / E_L, with a Thomas-Fermi cross-section.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_triangular
from scipy.optimize import brentq
from scipy.special import beta

Z, A = 14, 28.085
bohr = const.physical_constants["Bohr radius"][0]
hartree_J = const.physical_constants["Hartree energy"][0]
hartree_keV = hartree_J / const.e / 1e3
mass_ratio = A * const.atomic_mass / const.m_e      # atom mass / electron mass

# Lindhard units from their definitions (a_scr in Bohr radii)
a_scr = (9 * np.pi**2 / 128) ** (1 / 3) / (np.sqrt(2) * Z ** (1 / 3))
E_L = 2 * Z**2 / a_scr * hartree_keV
k = 0.1337 * Z ** (1 / 6) * np.sqrt(Z / A)
limit = E_L / k


def robinson(eps):
    """Damage energy of the fit in units of E_L."""
    g = 3.4008 * eps ** (1 / 6) + 0.40244 * eps**0.75 + eps
    return eps / (1 + k * g)


# --- k from Lindhard-Scharff stopping, evaluated in SI units at 50 keV ---
E_test = 50.0
speed = np.sqrt(2 * E_test * 1e3 * const.e / (A * const.atomic_mass))
v_bohr = const.alpha * const.c
e2 = const.e**2 / (4 * np.pi * const.epsilon_0)
stopping = (8 * np.pi * e2 * bohr * Z ** (1 / 6) * Z**2
            / (2 * Z ** (2 / 3)) ** 1.5 * speed / v_bohr)
area = np.pi * (a_scr * bohr) ** 2
k_SI = stopping / (area * E_L * 1e3 * const.e) / np.sqrt(E_test / E_L)
assert abs(k_SI / k - 1) < 1e-3     # the constant 0.1337 has four digits

# --- limit and leading deficit, symbolically, with eps = w^12 ---
w, ks = sp.symbols("w k", positive=True)
c1, c2 = sp.Rational(34008, 10000), sp.Rational(40244, 100000)
nu_sym = w**12 / (1 + ks * (c1 * w**2 + c2 * w**9 + w**12))
assert sp.simplify(sp.limit(nu_sym, w, sp.oo) - 1 / ks) == 0
deficit = sp.together(1 - ks * nu_sym)
assert sp.simplify(sp.limit(deficit * w**3, w, sp.oo) - c2) == 0

# --- positive slope: derived formula against finite differences ---
for eps in np.geomspace(1e-3, 1e5, 17):
    step = 1e-4 * eps
    numeric = (robinson(eps + step) - robinson(eps - step)) / (2 * step)
    formula = ((1 + k * (2.8340 * eps ** (1 / 6) + 0.10061 * eps**0.75))
               * (robinson(eps) / eps) ** 2)
    assert numeric > 0 and abs(numeric / formula - 1) < 1e-4

# --- Thomas-Fermi scattering function and integrated cross-section ---
lam = 1.309


def f_scatter(x):
    return (lam * x ** (1 / 3)
            * (1 + (2 * lam * x ** (4 / 3)) ** (2 / 3)) ** (-1.5))


log_x = np.linspace(np.log(1e-12), np.log(1e7), 9001)
x_tab = np.exp(log_x)
integrand = f_scatter(x_tab) / x_tab
pieces = 0.5 * (integrand[1:] + integrand[:-1]) * np.diff(log_x)
tail = 1 / (4 * x_tab[-1] ** 2)
F_tab = tail + np.append(np.cumsum(pieces[::-1])[::-1], 0.0)
log_F = np.log(F_tab)


def F_cross(lx):
    """Integral of f(x)/x^2 from exp(lx) to infinity."""
    return np.exp(np.interp(lx, log_x, log_F))


# Low-energy solution nu = eps - C k eps^(7/6) for the power-law cross-section
C_low = 1 / (0.5 * lam * 3.5 * (beta(2 / 3, 7 / 6) - 6 / 5))
assert abs(C_low / 3.4008 - 1) < 0.10    # fit coefficient, fit accuracy


def solve_lindhard(per_decade):
    """Solve k sqrt(eps) u(eps) = int Sigma(t) [u(t) - u(eps-t)] dt, u = dnu/deps."""
    s = np.linspace(np.log(1e-6), np.log(1e6), 12 * per_decade + 1)
    n, h = len(s), s[1] - s[0]
    matrix, rhs = np.zeros((n, n)), np.zeros(n)

    def u_low(sv):
        return 1 - 7 / 6 * C_low * k * np.exp(sv / 6)

    matrix[0, 0], rhs[0] = 1.0, u_low(s[0])
    dy = 0.02
    for i in range(1, n):
        eps = np.exp(s[i])
        y = np.arange(dy / 2, max(0.0, 2 * s[i]) + 20, dy)   # t = eps exp(-y)
        weight = (F_cross(s[i] - y / 2) - F_cross(s[i])) * eps * np.exp(-y) * dy
        matrix[i, i] += k * np.sqrt(eps)
        for sign, sv in ((-1, s[i] - y), (1, s[i] + np.log1p(-np.exp(-y)))):
            low = sv < s[0]
            rhs[i] -= sign * np.sum(weight[low] * u_low(sv[low]))
            pos = (sv[~low] - s[0]) / h
            j = np.minimum(pos.astype(int), i - 1)
            r = pos - j
            wt = weight[~low]
            matrix[i] += sign * (np.bincount(j, wt * (1 - r), minlength=n)
                                 + np.bincount(j + 1, wt * r, minlength=n))
    u = solve_triangular(matrix, rhs, lower=True)
    anti = CubicSpline(s, u * np.exp(s)).antiderivative()
    eps0 = np.exp(s[0])
    nu0 = eps0 - C_low * k * eps0 ** (7 / 6)

    def nu(eps):
        eps = np.asarray(eps, dtype=float)
        inside = anti(np.log(np.maximum(eps, eps0))) - anti(s[0]) + nu0
        return np.where(eps < eps0, eps - C_low * k * eps ** (7 / 6), inside)

    return nu, s, u


nu_coarse, _, _ = solve_lindhard(10)
nu_eq, s_grid, u_grid = solve_lindhard(20)
eps_check = np.geomspace(1e-2, 1e6, 41)
grid_error = np.max(np.abs(nu_coarse(eps_check) / nu_eq(eps_check) - 1))
assert grid_error < 0.02
eps_mid = np.geomspace(1e-2, 1e2, 41)
fit_error = np.max(np.abs(robinson(eps_mid) / nu_eq(eps_mid) - 1))
assert fit_error < 0.20           # a simple fit to an approximate theory
plateau = float(nu_eq(1e6))
last_decade = plateau / float(nu_eq(1e5)) - 1
assert 0 < last_decade < 0.03     # the equation itself saturates
assert abs(plateau * k - 1) < 0.25


def damage_source(eps, nu):
    """J: damage energy handed to struck atoms, integral of f/x^2 nu(x^2/eps)."""
    lx = np.linspace(np.log(1e-6), np.log(eps), 4001)
    x = np.exp(lx)
    y = f_scatter(x) / x * nu(x**2 / eps)
    return float(np.sum(0.5 * (y[1:] + y[:-1]) * np.diff(lx)))


# --- high-energy law dnu/deps = J / (k sqrt(eps)) ---
eps_high = 1e4
u_high = float(np.interp(np.log(eps_high), s_grid, u_grid))
u_law = damage_source(eps_high, nu_eq) / (k * np.sqrt(eps_high))
assert abs(u_high / u_law - 1) < 0.03

# --- energies at which given fractions of the limit are reached ---
reach = {}
for p in (0.5, 0.9, 0.99):
    root = brentq(lambda q: k * robinson(np.exp(q)) - p, 0, 40)
    reach[p] = np.exp(root) * E_L
lead_99 = (0.40244 * 0.99 / 0.01) ** 4 * E_L
assert abs(lead_99 / reach[0.99] - 1) < 0.03

# --- neglected effects: Bethe stopping of a bare ion, atomic units ---
E_edge = 0.5 * mass_ratio * Z ** (4 / 3) * hartree_keV   # v = Z^(2/3) v0
E_bare = 0.5 * mass_ratio * Z**2 * hartree_keV           # v = Z v0
E_top = 1e6
I_keV = 0.010 * Z


def bethe_reduced(E):
    v2 = 2 * E / hartree_keV / mass_ratio
    S = 4 * np.pi * Z**3 / v2 * np.log(2 * v2 * hartree_keV / I_keV)
    return S / (np.pi * a_scr**2 * E_L / hartree_keV)


E_path = np.geomspace(E_bare, E_top, 61)
rate = np.array([damage_source(E / E_L, robinson) / bethe_reduced(E)
                 for E in E_path])
extra = float(np.sum(0.5 * (rate[1:] + rate[:-1]) * np.diff(E_path)))
T_bare = E_L * robinson(E_bare / E_L)
T_bethe = T_bare + extra
ls_over_bethe = [k * np.sqrt(E / E_L) / bethe_reduced(E) for E in (E_bare, E_top)]
assert min(ls_over_bethe) > 1 and T_bethe > limit
rest_keV = A * const.atomic_mass * const.c**2 / const.e / 1e3
radius_sum = 2 * 1.2e-15 * A ** (1 / 3)
barrier_lab = 2 * Z**2 * e2 / radius_sum / const.e / 1e3

print(f"Z = {Z}, A = {A}")
print(f"screening length a = {a_scr * bohr * 1e9:.5f} nm")
print(f"Lindhard energy E_L = {E_L:.3f} keV")
print(f"E_L / Z^(7/3) = {E_L * 1e3 / Z ** (7 / 3):.3f} eV")
print(f"k from 0.1337 formula = {k:.5f}; from SI stopping = {k_SI:.5f}")
print(f"limit E_L/k = {limit:.2f} keV; 1/k = {1 / k:.4f}")
print(f"limit / (Z^(5/3) A^(1/2)) = {limit * 1e3 / Z ** (5 / 3) / A**0.5:.1f} eV")
print("E (keV), eps, g, T fit (keV), T/limit, T integral equation (keV)")
for E in (10.0, 100.0, 1e3, 1e4, E_edge, 1e5, 1e6):
    eps = E / E_L
    g = 3.4008 * eps ** (1 / 6) + 0.40244 * eps**0.75 + eps
    T = E_L * robinson(eps)
    print(f"  {E:.5g}, {eps:.5g}, {g:.5g}, {T:.2f}, {T / limit:.4f}, "
          f"{E_L * float(nu_eq(eps)):.2f}")
for p, E in reach.items():
    print(f"fit reaches {100 * p:.0f} % of limit at E = {E:.4g} keV")
print(f"leading-term estimate for 99 % = {lead_99:.4g} keV")
print(f"low-energy coefficient, power-law theory = {C_low:.3f} (fit 3.4008)")
print(f"largest fit-equation difference, eps 0.01 to 100 = {100 * fit_error:.1f} %")
print(f"integral equation at eps = 1e6: T = {plateau * E_L:.1f} keV")
print(f"its ratio to the fit's limit = {plateau * k:.3f}")
print(f"its growth from eps 1e5 to 1e6 = {100 * last_decade:.2f} %")
print(f"largest change between the two grids = {100 * grid_error:.2f} %")
print(f"slope at eps = 1e4: equation {u_high:.4e}, J/(k sqrt eps) {u_law:.4e}")
print(f"edge of velocity-proportional stopping = {E_edge:.4g} keV")
print(f"bare-ion energy (v = Z v0) = {E_bare:.4g} keV")
print(f"rough mean excitation energy = {I_keV * 1e3:.0f} eV")
print(f"Lindhard-Scharff/Bethe stopping at bare-ion energy = {ls_over_bethe[0]:.2f}")
print(f"Lindhard-Scharff/Bethe stopping at 1e6 keV = {ls_over_bethe[1]:.1f}")
print(f"fit at bare-ion energy = {T_bare:.1f} keV")
print(f"extra damage energy up to 1e6 keV, Bethe = {extra:.0f} keV")
print(f"estimated damage energy at 1e6 keV, Bethe = {T_bethe:.0f} keV")
print(f"kinetic/rest energy at 1e6 keV = {E_top / rest_keV:.4f}")
print(f"kinetic/rest energy at 99 % point = {reach[0.99] / rest_keV:.2f}")
print(f"rough Coulomb barrier, laboratory energy = {barrier_lab:.3g} keV")
print("verified")
```

It prints:

```
Z = 14, A = 28.085
screening length a = 0.01375 nm
Lindhard energy E_L = 41.066 keV
E_L / Z^(7/3) = 86.933 eV
k from 0.1337 formula = 0.14655; from SI stopping = 0.14660
limit E_L/k = 280.22 keV; 1/k = 6.8237
limit / (Z^(5/3) A^(1/2)) = 650.2 eV
E (keV), eps, g, T fit (keV), T/limit, T integral equation (keV)
  10, 0.24351, 3.0704, 6.90, 0.0246, 6.84
  100, 2.4351, 7.1642, 48.78, 0.1741, 47.58
  1000, 24.351, 34.552, 164.92, 0.5885, 154.76
  10000, 243.51, 276.82, 240.58, 0.8585, 239.20
  23503, 572.32, 629.21, 252.15, 0.8998, 257.79
  1e+05, 2435.1, 2587.1, 263.07, 0.9388, 278.55
  1e+06, 24351, 25154, 271.21, 0.9678, 294.86
fit reaches 50 % of limit at E = 628.1 keV
fit reaches 90 % of limit at E = 2.361e+04 keV
fit reaches 99 % of limit at E = 1.042e+08 keV
leading-term estimate for 99 % = 1.035e+08 keV
low-energy coefficient, power-law theory = 3.222 (fit 3.4008)
largest fit-equation difference, eps 0.01 to 100 = 6.6 %
integral equation at eps = 1e6: T = 303.0 keV
its ratio to the fit's limit = 1.081
its growth from eps 1e5 to 1e6 = 1.19 %
largest change between the two grids = 0.01 %
slope at eps = 1e4: equation 1.5037e-05, J/(k sqrt eps) 1.5038e-05
edge of velocity-proportional stopping = 2.35e+04 keV
bare-ion energy (v = Z v0) = 1.365e+05 keV
rough mean excitation energy = 140 eV
Lindhard-Scharff/Bethe stopping at bare-ion energy = 3.55
Lindhard-Scharff/Bethe stopping at 1e6 keV = 48.2
fit at bare-ion energy = 264.6 keV
extra damage energy up to 1e6 keV, Bethe = 191 keV
estimated damage energy at 1e6 keV, Bethe = 455 keV
kinetic/rest energy at 1e6 keV = 0.0382
kinetic/rest energy at 99 % point = 3.98
rough Coulomb barrier, laboratory energy = 7.74e+04 keV
verified
```
